\section*{Spin symmetry and energy of trial functions for 1s2s helium}

\section*{Problem}

In spin-assigned variational Monte Carlo the spins are fixed in advance: electron 1 is up, electron 2 is down, and only a spatial function $F(\mathbf r_1,\mathbf r_2)$ is sampled. This sheet asks which $F$ describes the singlet of the helium configuration 1s2s, and what energy results from the simplest choice, one product of two orbitals.

Use Hartree atomic units, with spin in units of $\hbar$, and a fixed nucleus of charge $Z=2$. The Hamiltonian is
\begin{equation}
H=h(1)+h(2)+\frac1{r_{12}},\qquad h=-\tfrac12\nabla^2-\frac Zr .
\end{equation}
The orbitals $a$ (1s) and $b$ (2s) are real and orthonormal. Write $ab$ for $a(\mathbf r_1)b(\mathbf r_2)$ and $ba$ for $b(\mathbf r_1)a(\mathbf r_2)$.

\begin{enumerate}
\item[(a)] Which combinations $c_1\,ab+c_2\,ba$ belong to the singlet, and which to the triplet with $M_S=0$?
\item[(b)] Can a single product $f(\mathbf r_1)g(\mathbf r_2)$, with orbitals of any shape, replace the singlet function?
\item[(c)] Find $\langle S^2\rangle$ and the energy for $F=ab$. How is this energy related to those of the singlet and the triplet?
\item[(d)] Evaluate the energies for hydrogenic orbitals of charge $Z$, and show how one set of sampled points can give all three.
\end{enumerate}

\section*{Hints}

\begin{enumerate}
\item[(a)] Write the full wave function as $F\uparrow\downarrow+\,G\downarrow\uparrow$. Antisymmetry fixes $G$ in terms of $F$. Then apply $S^2$.
\item[(b)] Multiply the proposed equality by $a(\mathbf r_2)$ and integrate over $\mathbf r_2$. Repeat with $b(\mathbf r_2)$.
\item[(c)] Two matrix elements suffice: $\langle ab|H|ab\rangle$ and $\langle ab|H|ba\rangle$.
\item[(d)] For the exchange integral, find the charge of the density $a(r)b(r)$ inside a sphere. For the sampling, apply $H$ to each product.
\end{enumerate}

\section*{Solution}

\subsection*{(a) Symmetry of the spatial function}

A state with $M_S=0$ has the form $\Psi=F\uparrow\downarrow+\,G\downarrow\uparrow$, where the first arrow belongs to electron 1. Let $P$ exchange the positions, $PF(\mathbf r_1,\mathbf r_2)=F(\mathbf r_2,\mathbf r_1)$. Exchanging positions and spins turns $\Psi$ into $PF\downarrow\uparrow+\,PG\uparrow\downarrow$. This must equal $-\Psi$, so
\begin{equation}
G=-PF .
\end{equation}
The two spin parts are orthogonal and $H$ does not act on spin. Since $H$ commutes with $P$, both parts contribute equally:
\begin{equation}
E=\frac{\langle F|H|F\rangle+\langle PF|H|PF\rangle}{\langle F|F\rangle+\langle PF|PF\rangle}
=\frac{\langle F|H|F\rangle}{\langle F|F\rangle}.
\end{equation}
This justifies sampling $F$ alone.

For two spins one half,
\begin{equation}
S^2=\tfrac34+\tfrac34+2s_{1z}s_{2z}+s_{1+}s_{2-}+s_{1-}s_{2+}.
\end{equation}
On $\uparrow\downarrow$ the diagonal terms give $\tfrac32-\tfrac12=1$ and the ladder terms give $\downarrow\uparrow$. The same holds with the arrows exchanged. Therefore
\begin{equation}
S^2\Psi=(F+G)(\uparrow\downarrow+\downarrow\uparrow).
\label{eq:s2}
\end{equation}
A singlet requires $S^2\Psi=0$, so $G=-F$ and hence $PF=F$. A triplet requires $S^2\Psi=2\Psi$, so $F+G=2F$, which means $G=F$ and $PF=-F$.

For $F=c_1ab+c_2ba$ we have $F-PF=(c_1-c_2)(ab-ba)$. As $a$ and $b$ are linearly independent, this vanishes only if $c_1=c_2$. In the same way $F+PF=(c_1+c_2)(ab+ba)$ vanishes only if $c_2=-c_1$. The normalized functions are
\begin{equation}
\Phi_S=\frac{ab+ba}{\sqrt2},\qquad \Phi_T=\frac{ab-ba}{\sqrt2}.
\end{equation}

\subsection*{(b) One product is not enough}

Suppose $f(\mathbf r_1)g(\mathbf r_2)=ab+ba$. Multiplying by $a(\mathbf r_2)$ and integrating over $\mathbf r_2$ gives $\langle a|g\rangle f=b$, by orthonormality. Using $b(\mathbf r_2)$ instead gives $\langle b|g\rangle f=a$. Then $a$ and $b$ would both be multiples of $f$, which contradicts their independence. No choice of $f$ and $g$ works.

The mismatch can be measured. Let $f$ and $g$ be normalized, with components $f_a=\langle a|f\rangle$ and so on. The Cauchy--Schwarz inequality gives
\begin{equation}
|\langle \Phi_S|fg\rangle|^2=\tfrac12|f_ag_b+f_bg_a|^2
\le\tfrac12\left(|f_a|^2+|f_b|^2\right)\left(|g_a|^2+|g_b|^2\right)\le\tfrac12 .
\end{equation}
The product $ab$ reaches this limit, so optimizing the orbitals cannot raise the squared overlap above one half.

A positive symmetric Jastrow factor $J_c(\mathbf r_1,\mathbf r_2)$ does not help if it multiplies both sides: $J_c\,fg=J_c(ab+ba)$ reduces to the equality just excluded.

\subsection*{(c) Spin and energy of the single product}

For $F=ab$ we have $G=-ba$, and $\Psi$ is, up to normalization, the single determinant with $a\uparrow$ and $b\downarrow$ occupied. From Eq.~\eqref{eq:s2},
\begin{equation}
\langle S^2\rangle=\frac{\langle F|F+G\rangle+\langle G|F+G\rangle}{\langle F|F\rangle+\langle G|G\rangle}
=\frac{\|ab-ba\|^2}{2}=1 .
\end{equation}
The last step uses $\|ab-ba\|^2=1+1-2\langle a|b\rangle^2=2$. The value lies midway between 0 for a singlet and 2 for a triplet, so this state has no definite total spin.

Define $h_a=\langle a|h|a\rangle$, $h_b=\langle b|h|b\rangle$ and
\begin{equation}
J=\iint\frac{a(\mathbf r_1)^2b(\mathbf r_2)^2}{r_{12}}\,d^3r_1d^3r_2,\qquad
K=\iint\frac{a(\mathbf r_1)b(\mathbf r_1)\,a(\mathbf r_2)b(\mathbf r_2)}{r_{12}}\,d^3r_1d^3r_2 .
\end{equation}
The diagonal elements are equal by exchange symmetry:
\begin{equation}
\langle ab|H|ab\rangle=\langle ba|H|ba\rangle=h_a+h_b+J\equiv D .
\end{equation}
In the off-diagonal element each one-electron term carries a factor $\langle a|b\rangle=0$:
\begin{equation}
\langle ab|H|ba\rangle=\langle a|h|b\rangle\langle b|a\rangle+\langle a|b\rangle\langle b|h|a\rangle+K=K .
\end{equation}
Hence
\begin{equation}
E_S=\tfrac12(2D+2K)=D+K,\qquad E_T=\tfrac12(2D-2K)=D-K,
\end{equation}
and the single product gives
\begin{equation}
E_{ab}=D=\frac{E_S+E_T}{2}.
\label{eq:mean}
\end{equation}
The reason is visible in $ab=(\Phi_S+\Phi_T)/\sqrt2$: the product contains both states with equal weight, and $H$ does not couple them.

Equation~\eqref{eq:mean} concerns expectation values with the same orthonormal orbitals in all three functions. It does not relate exact energy levels. Nor does the derivation cover fixed-node diffusion Monte Carlo, whose energy is not an expectation value in the trial function. If $K$ is small the energy error is small too, but $\langle S^2\rangle$ remains 1.

\subsection*{(d) Hydrogenic orbitals}

Take
\begin{equation}
a=\sqrt{\frac{Z^3}{\pi}}\,e^{-Zr},\qquad
b=\sqrt{\frac{Z^3}{8\pi}}\left(1-\frac{Zr}2\right)e^{-Zr/2}.
\end{equation}
These are eigenfunctions of $h$ with energies $-Z^2/2$ and $-Z^2/8$, so $h_a+h_b=-5Z^2/8=-2.5$ hartree.

For $J$, set $\rho=Zr$. The potential of the 1s density is $Z[1/\rho-e^{-2\rho}(1+1/\rho)]$, and the radial 2s density is $\tfrac12\rho^2(1-\rho/2)^2e^{-\rho}$. Since $\rho(1-\rho/2)^2=\rho-\rho^2+\rho^3/4$ and $(\rho-\rho^2+\rho^3/4)(1+\rho)=\rho-\tfrac34\rho^3+\tfrac14\rho^4$,
\begin{align}
\frac JZ&=\frac12\int_0^\infty\left(\rho-\rho^2+\frac{\rho^3}4\right)e^{-\rho}d\rho
-\frac12\int_0^\infty\left(\rho-\frac{3\rho^3}4+\frac{\rho^4}4\right)e^{-3\rho}d\rho\nonumber\\
&=\frac12\left(1-2+\frac32\right)-\frac12\left(\frac19-\frac1{18}+\frac2{81}\right)
=\frac14-\frac{13}{324}=\frac{17}{81}.
\end{align}

For $K$, let $Q$ be the charge of the density $ab$ inside radius $r$. Its derivative is
\begin{equation}
\frac{dQ}{d\rho}=\sqrt2\,\rho^2\left(1-\frac\rho2\right)e^{-3\rho/2},
\quad\text{so}\quad Q=\frac{\sqrt2}{3}\rho^3e^{-3\rho/2}.
\end{equation}
Differentiating $Q$ confirms this, and $Q(\infty)=0$ expresses orthogonality. Two spherical shells interact through the inverse of the larger radius. Counting both orderings of the radii and integrating by parts,
\begin{equation}
K=2Z\int_0^\infty\frac{Q}{\rho}\frac{dQ}{d\rho}\,d\rho
=Z\int_0^\infty\frac{Q^2}{\rho^2}\,d\rho
=\frac{2Z}{9}\int_0^\infty\rho^4e^{-3\rho}d\rho=\frac{16Z}{729}.
\label{eq:K}
\end{equation}
The boundary term $Q^2/\rho$ vanishes at both ends. The form $Z\int Q^2\rho^{-2}\,d\rho$ shows that $K>0$ for any two real, orthogonal s orbitals whose product is not zero everywhere. The triplet then lies below the singlet.

For $Z=2$, $J=0.4198$ and $K=0.0439$ hartree, so $D=-2.5+0.4198=-2.0802$ hartree and
\begin{align}
E_S&=-2.0802+0.0439=-2.0364\ \text{hartree},\\
E_T&=-2.0802-0.0439=-2.1241\ \text{hartree},
\end{align}
where the sums use unrounded values. The splitting is $2K=0.0878$ hartree, or 2.39 eV. Used as a singlet energy, the product value is too low by $K$, relative to $E_S$ in this same model. These numbers belong to the model, which omits screening of the 2s orbital and electron correlation; they are not helium levels. Accurate nonrelativistic energies lie near $-2.146$ hartree for $2\,^1S$ and $-2.175$ hartree for $2\,^3S$, a splitting of about 0.80 eV. The model splitting is thus about three times too large, and the product value lies about 0.07 hartree above the true singlet level.

For the sampling, note that $(h(1)+h(2))$ multiplies both $ab$ and $ba$ by $-5Z^2/8$. Away from nodes, all three functions therefore have the same local energy,
\begin{equation}
\frac{HF}{F}=-\frac{5Z^2}{8}+\frac1{r_{12}} .
\end{equation}
Their energies differ because their densities distribute the pair differently. Let
\begin{equation}
p=\frac{(ab)^2+(ba)^2}{2},\qquad x=\frac{2(ab)(ba)}{(ab)^2+(ba)^2},\qquad |x|\le1 .
\end{equation}
Then $\Phi_S^2=p(1+x)$ and $\Phi_T^2=p(1-x)$. Because $1/r_{12}$ is symmetric, its average over $(ab)^2$ equals its average over $p$. Points drawn from $p$ thus give the singlet, triplet and product energies with weights $1+x$, $1-x$ and 1. With 400\,000 points the results are $-2.0361\pm0.0013$, $-2.1240\pm0.0004$ and $-2.0800\pm0.0006$ hartree (one standard error), consistent with the values above. The numerical check also obtains the energies by direct quadrature.

\section*{Variation 1: overlapping orbitals}

\emph{Keep the 1s orbital, but give the 2s orbital the charge 1. What replaces the mean?}

The overlap is now
\begin{equation}
s=\langle a|b\rangle=4\int_0^\infty r^2\left(1-\frac r2\right)e^{-5r/2}dr
=4(0.1280-0.0768)=0.2048 .
\end{equation}
Put $F_\pm=ab\pm ba$, with norms $N_\pm=\langle F_\pm|F_\pm\rangle=2(1\pm s^2)$ and energies $E_\pm$. The cross term vanishes, because $P$ commutes with $H$ and changes the sign of $F_-$ alone: $\langle F_+|H|F_-\rangle=-\langle F_+|H|F_-\rangle=0$. The overlap $\langle F_+|F_-\rangle$ vanishes likewise. With $ab=(F_++F_-)/2$,
\begin{equation}
E_{ab}=w_+E_++w_-E_-,\qquad w_\pm=\frac{N_\pm}{N_++N_-}=\frac{1\pm s^2}{2}.
\label{eq:weighted}
\end{equation}
Here $w_+=0.5210$, $w_-=0.4790$, $E_+=-2.1692$ and $E_-=-2.1218$ hartree. The product energy is $-2.1465$ hartree, below the plain mean by $0.0010$ hartree.

The singlet energy now lies below the triplet energy. To see why, write $b=s\,a+\sqrt{1-s^2}\,b_\perp$ with $b_\perp$ orthogonal to $a$:
\begin{equation}
F_+=2s\,aa+\sqrt{1-s^2}\,(ab_\perp+b_\perp a),\qquad
F_-=\sqrt{1-s^2}\,(ab_\perp-b_\perp a).
\end{equation}
The triplet is unchanged by orthogonalization. The singlet built from $a$ and $b_\perp$ would lie above it by $2K_\perp>0$, according to Eq.~\eqref{eq:K}. The inversion therefore comes from the closed-shell part $aa$. Such a function is not constrained to be orthogonal to the singlet ground state, and its energy is not guaranteed to be an upper bound to the excited singlet level. The same caveat holds for $\Phi_S$ with orthonormal orbitals: it is orthogonal to $aa$, but $aa$ is not the exact ground state.

\section*{Variation 2: a Jastrow factor}

\emph{Return to the orthonormal orbitals and multiply every function by $J_c=\exp[r_{12}/(2(1+r_{12}))]$, with $r_{12}$ in bohr. Does the mean survive?}

$J_c$ is symmetric, so the first equality in Eq.~\eqref{eq:weighted} and the definition of $w_\pm$ through the norms still hold, with $F_\pm=J_c(ab\pm ba)$. The norms now differ by
\begin{equation}
N_+-N_-=4\iint J_c^2\,(ab)(ba)\,d^3r_1d^3r_2 .
\end{equation}
For constant $J_c$ this is zero by orthogonality, but a factor that depends on $r_{12}$ need not preserve that cancellation. The computed weights are $w_+=0.4971$ and $w_-=0.5029$. With $E_+=-2.0804$ and $E_-=-2.1352$ hartree, the departure from the plain mean is
\begin{equation}
E_{ab}-\frac{E_++E_-}{2}=\frac{w_+-w_-}{2}(E_+-E_-)
=(-0.00289)(0.0548)=-0.00016\ \text{hartree}.
\end{equation}
The plain mean is a good approximation here, but no longer an identity. The product is still a mixture of singlet and triplet: the Jastrow factor changes their weights without removing either.

\section*{Table of computed values}
\begin{verbatim}
Helium, hydrogenic 1s and 2s orbitals
nuclear charge Z = 2
one-electron energy sum = -2.500000 hartree
Coulomb integral J = 0.419753 hartree
exchange integral K = 0.043896 hartree
singlet energy = -2.036351 hartree
triplet energy = -2.124143 hartree
single-product energy = -2.080247 hartree
mean of singlet and triplet = -2.080247 hartree
singlet-triplet splitting = 0.087791 hartree
singlet-triplet splitting = 2.3889 eV
<S^2> of singlet = 0.000 hbar^2
<S^2> of triplet = 2.000 hbar^2
<S^2> of single determinant = 1.000 hbar^2
singlet Schmidt coefficients = 0.707107, 0.707107
largest squared overlap with one product = 0.500000
test point: r1 = 0.7071, r2 = 1.5843, r12 = 2.0125 bohr
local energy there, singlet = -2.0031 hartree
local energy there, triplet = -2.0031 hartree
local energy there, product = -2.0031 hartree
Monte Carlo samples = 400000
Monte Carlo singlet = -2.03606 +/- 0.00128 hartree
Monte Carlo triplet = -2.12395 +/- 0.00039 hartree
Monte Carlo product = -2.08000 +/- 0.00064 hartree
Case: overlapping 2s, zeta = 1
  overlap S_ab = 0.204800
  singlet weight = 0.520972, triplet weight = 0.479028
  singlet energy = -2.169240 hartree
  triplet energy = -2.121810 hartree
  single-product energy = -2.146520 hartree
  weighted mean = -2.146520 hartree
  plain mean = -2.145525 hartree
  product minus plain mean = -0.000995 hartree
Case: Jastrow factor, zeta = 2
  singlet weight = 0.497114, triplet weight = 0.502886
  singlet energy = -2.080401 hartree
  triplet energy = -2.135238 hartree
  single-product energy = -2.107978 hartree
  weighted mean = -2.107978 hartree
  plain mean = -2.107820 hartree
  product minus plain mean = -0.000158 hartree
\end{verbatim}
